# Borland–Dennis conditions: random-state checks and the three-determinant form at saturation: a program that tests the result

```python
# Result under test: for a pure state of 3 fermions in 6 spin orbitals, with
# natural occupations l1 >= ... >= l6,
#   l1+l6 = l2+l5 = l3+l4 = 1   and   D = l5+l6-l4 >= 0.
# The weight W outside determinants |123>, |145>, |246> (natural orbitals)
# obeys W <= D/(l3-l4), so D = 0 leaves just these three determinants.
# T is the antisymmetric amplitude tensor; gamma is the one-particle density
# matrix with trace 3. Array indices start at 0, printed orbital labels at 1.
import itertools
import numpy as np
from scipy.linalg import null_space
from scipy.optimize import minimize

rng = np.random.default_rng(12345)
DETS = list(itertools.combinations(range(6), 3))
EMBED = np.zeros((20, 6, 6, 6))
for n, det in enumerate(DETS):
    for perm in itertools.permutations(range(3)):
        sign = round(np.linalg.det(np.eye(3)[list(perm)]))
        EMBED[(n,) + tuple(det[k] for k in perm)] = sign
THREE = [(0, 1, 2), (0, 3, 4), (1, 3, 5)]
PAIRED = [tuple(sorted(d)) for d in itertools.product((0, 5), (1, 4), (2, 3))]


def tensor(coeff):
    return np.tensordot(coeff, EMBED, 1)


def random_coeff():
    c = rng.normal(size=20) + 1j * rng.normal(size=20)
    return c / np.linalg.norm(c)


def density(T):
    M = T.reshape(6, 36)
    return 0.5 * M @ M.conj().T


def change_basis(T, U):
    for _ in range(3):
        T = np.tensordot(T, U.conj(), axes=(0, 0))
    return T


def natural(T):
    lam, U = np.linalg.eigh(density(T))
    lam, U = lam[::-1], U[:, ::-1]
    return lam, U, change_basis(T, U)


def weight(T, dets):
    return sum(abs(T[d])**2 for d in dets)


def gap_D(lam):
    return lam[4] + lam[5] - lam[3]


def count(T):
    return sum(abs(T[d])**2 > 1e-12 for d in DETS)


def text(values, digits=6):
    return " ".join(f"{v:.{digits}f}" for v in values)


# Density matrix from its second-quantized definition (Jordan-Wigner matrices)
lower, Z, I2 = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.]), np.eye(2)
ann = []
for p in range(6):
    op = np.eye(1)
    for q in range(6):
        op = np.kron(op, Z if q < p else lower if q == p else I2)
    ann.append(op)
vacuum = np.zeros(64)
vacuum[0] = 1.0
c0 = random_coeff()
psi = sum(c * (ann[i].T @ ann[j].T @ ann[k].T @ vacuum)
          for c, (i, j, k) in zip(c0, DETS))
gamma_def = np.array([[np.vdot(ann[q] @ psi, ann[p] @ psi)
                       for q in range(6)] for p in range(6)])
err_gamma = np.max(abs(gamma_def - density(tensor(c0))))
assert err_gamma < 1e-12
print("All quantities are dimensionless")
print(f"density matrix, tensor vs operator definition, max error: {err_gamma:.1e}")

# Random states: equalities, inequality, pair structure, estimates
n_states = 3000
sum_err = outside_pair = 0.0
min_D, max_ratio, max_estimate = 9.0, 0.0, -9.0
for _ in range(n_states):
    lam, U, N = natural(tensor(random_coeff()))
    sum_err = max(sum_err, np.max(abs(lam + lam[::-1] - 1)))
    outside_pair = max(outside_pair, abs(1 - weight(N, PAIRED)))
    D, W = gap_D(lam), 1 - weight(N, THREE)
    min_D = min(min_D, D)
    max_ratio = max(max_ratio, W * (lam[2] - lam[3]) / D)
    x = abs(N[0, 1, 3])**2
    S = weight(N, [(0, 2, 4), (1, 2, 5), (2, 4, 5)])
    max_estimate = max(max_estimate, (1 - lam[3]) * x - lam[3] * S)
assert sum_err < 1e-12
assert outside_pair < 1e-10
assert min_D > -1e-12
assert max_ratio < 1 + 1e-9
assert max_estimate < 1e-12
print(f"number of random states: {n_states}")
print(f"largest error of the three pair sums: {sum_err:.1e}")
print(f"largest weight outside the 8 paired determinants: {outside_pair:.1e}")
print(f"smallest D in the sample: {min_D:.6f}")
print(f"largest W*(l3-l4)/D in the sample (bound 1): {max_ratio:.6f}")
print(f"largest (1-l4)*x - l4*S (bound 0): {max_estimate:.2e}")

# One displayed random state
lam, U, N = natural(tensor(c0))
D, W = gap_D(lam), 1 - weight(N, THREE)
print("displayed random state, l1..l6:", text(lam))
print(f"  its D, W, D/(l3-l4): {text([D, W, D / (lam[2] - lam[3])])}")

# Five-determinant form from a stationary overlap with one determinant
FIVE = [(0, 1, 2), (0, 4, 5), (1, 3, 5), (2, 3, 4), (3, 4, 5)]
worst_five = 0.0
for trial in range(5):
    T = tensor(c0 if trial == 0 else random_coeff())
    E = natural(T)[1][:, :3].copy()
    for _ in range(10000):
        old = E.copy()
        for k in range(3):
            a, b = E[:, (k + 1) % 3].conj(), E[:, (k + 2) % 3].conj()
            v = (T @ b) @ a
            E[:, k] = v / np.linalg.norm(v)
        if np.linalg.norm(E - old) < 1e-12:
            break
    F = null_space(E.conj().T)
    R = change_basis(T, np.hstack([E, F]))
    B = np.array([[R[i, 3 + (a + 1) % 3, 3 + (a + 2) % 3]
                   for a in range(3)] for i in range(3)])
    X, s, Yh = np.linalg.svd(B)
    R = change_basis(T, np.hstack([E @ X, F @ Yh.conj().T]))
    worst_five = max(worst_five, abs(1 - weight(R, FIVE)))
    if trial == 0:
        print("  its five weights eee,eff,fef,ffe,fff:",
              text([abs(R[d])**2 for d in FIVE]))
assert worst_five < 1e-10
print(f"largest weight outside five determinants, 5 states: {worst_five:.1e}")

# A mixed state need not obey the equalities
mixed = 0.5 * (density(tensor(c0)) + density(tensor(random_coeff())))
lm = np.linalg.eigvalsh(mixed)[::-1]
assert np.max(abs(lm + lm[::-1] - 1)) > 1e-3
print("equal mixture of two states, l1+l6, l2+l5, l3+l4:",
      text((lm + lm[::-1])[:3]))

# Search for saturated states in the full space, no determinant preselected
target4, target5, stiffness = 0.3, 0.2, 5.0


def objective(z):
    c = z[:20] + 1j * z[20:]
    norm = np.linalg.norm(c)
    c = c / norm
    T = tensor(c)
    lam, U = np.linalg.eigh(density(T))
    lam, U = lam[::-1], U[:, ::-1]
    d4, d5 = lam[3] - target4, lam[4] - target5
    value = gap_D(lam) + stiffness * (d4**2 + d5**2)
    slope = np.array([0, 0, 0, -1 + 2 * stiffness * d4,
                      1 + 2 * stiffness * d5, 1])
    H = (U * slope) @ U.conj().T
    HT = np.tensordot(H, T, 1)
    HC = np.array([HT[i, j, k] + HT[j, k, i] + HT[k, i, j]
                   for i, j, k in DETS])
    g = 2 * (HC - np.vdot(c, HC) * c) / norm
    return value, np.concatenate([g.real, g.imag])


# Check the gradient by a central difference along a random direction
z0 = np.concatenate([c0.real, c0.imag])
direction = rng.normal(size=40)
h = 1e-6
numeric = (objective(z0 + h * direction)[0]
           - objective(z0 - h * direction)[0]) / (2 * h)
assert abs(numeric - objective(z0)[1] @ direction) < 1e-6

found, starts = [], 0
while len(found) < 5 and starts < 40:
    starts += 1
    c = random_coeff()
    res = minimize(objective, np.concatenate([c.real, c.imag]), jac=True,
                   method="BFGS", options={"gtol": 1e-9, "maxiter": 1000})
    if res.fun < 1e-10:
        c = res.x[:20] + 1j * res.x[20:]
        found.append(c / np.linalg.norm(c))
assert len(found) == 5
predicted = np.array([1 - target4, target5, target4 - target5])
max_D = max_W = 0.0
for c in found:
    lam, U, N = natural(tensor(c))
    three_weights = np.array([abs(N[d])**2 for d in THREE])
    max_D = max(max_D, abs(gap_D(lam)))
    max_W = max(max_W, abs(1 - three_weights.sum()))
    assert np.max(abs(three_weights - predicted)) < 3e-5
assert max_W < 1e-8
print(f"saturated states found: {len(found)} from {starts} random starts")
print(f"  largest |D| and largest W among them: {max_D:.1e} {max_W:.1e}")
print("  last one, l1..l6:", text(lam))
print("  last one, weights of 123, 145, 246:", text(three_weights))
print("  predicted weights:", text(predicted))
print(f"  determinants above 1e-12 in the original orbitals: {count(tensor(c))}")

# Near saturation
print("perturbed saturated state: size, D, W, bound D/(l3-l4)")
noise = random_coeff()
for size in (0.3, 0.1, 0.03):
    c = found[-1] + size * noise
    lam, U, N = natural(tensor(c / np.linalg.norm(c)))
    D, W = gap_D(lam), 1 - weight(N, THREE)
    bound = D / (lam[2] - lam[3])
    assert -1e-12 < W <= bound + 1e-12
    print(f"  {size:.2f} {D:.6f} {W:.6f} {bound:.6f}")


def three_state(weights):
    c = np.zeros(20, complex)
    for d, w in zip(THREE, weights):
        c[DETS.index(d)] = np.sqrt(w)
    return tensor(c)


# Degenerate saturated state, hidden by a random change of orbitals
Q = np.linalg.qr(rng.normal(size=(6, 6)) + 1j * rng.normal(size=(6, 6)))[0]
w_deg = (0.5, 0.3, 0.2)
lam, U, N = natural(change_basis(three_state(w_deg), Q))
before = count(N)
v = np.array([N[0, 1, 2], N[0, 1, 3]])
v = v / np.linalg.norm(v)
R = np.eye(6, dtype=complex)
R[2:4, 2:4] = [[v[0], -v[1].conj()], [v[1], v[0].conj()]]
rotated = change_basis(N, R)
after = count(rotated)
assert abs(gap_D(lam)) < 1e-12 and before > 3 and after == 3
assert abs(1 - weight(rotated, THREE)) < 1e-12
assert np.max(abs(density(rotated) - np.diag(lam))) < 1e-12
print("degenerate case, input weights:", text(w_deg, 2))
print("  l1..l6:", text(lam, 4))
print(f"  determinants before and after rotating orbitals 3,4: {before} {after}")

# Three determinants alone do not imply saturation
w_conv = (0.4, 0.3, 0.3)
lam = natural(three_state(w_conv))[0]
assert gap_D(lam) > 0.1
print("failed converse, input weights:", text(w_conv, 2))
print("  l1..l6:", text(lam, 4))
print(f"  D: {gap_D(lam):.4f}")
print("success")
```

Output:

```
All quantities are dimensionless
density matrix, tensor vs operator definition, max error: 5.6e-17
number of random states: 3000
largest error of the three pair sums: 1.6e-15
largest weight outside the 8 paired determinants: 4.7e-15
smallest D in the sample: 0.000858
largest W*(l3-l4)/D in the sample (bound 1): 0.921589
largest (1-l4)*x - l4*S (bound 0): -2.27e-05
displayed random state, l1..l6: 0.881193 0.756780 0.730582 0.269418 0.243220 0.118807
  its D, W, D/(l3-l4): 0.092609 0.086230 0.200816
  its five weights eee,eff,fef,ffe,fff: 0.722314 0.139593 0.028669 0.006758 0.102665
largest weight outside five determinants, 5 states: 1.6e-15
equal mixture of two states, l1+l6, l2+l5, l3+l4: 0.986662 0.996605 1.016732
saturated states found: 5 from 5 random starts
  largest |D| and largest W among them: 2.8e-16 2.7e-15
  last one, l1..l6: 0.900000 0.800000 0.700000 0.300000 0.200000 0.100000
  last one, weights of 123, 145, 246: 0.700000 0.200000 0.100000
  predicted weights: 0.700000 0.200000 0.100000
  determinants above 1e-12 in the original orbitals: 20
perturbed saturated state: size, D, W, bound D/(l3-l4)
  0.30 0.006625 0.007463 0.013115
  0.10 0.001065 0.001339 0.002397
  0.03 0.000106 0.000144 0.000257
degenerate case, input weights: 0.50 0.30 0.20
  l1..l6: 0.8000 0.7000 0.5000 0.5000 0.3000 0.2000
  determinants before and after rotating orbitals 3,4: 6 3
failed converse, input weights: 0.40 0.30 0.30
  l1..l6: 0.7000 0.7000 0.6000 0.4000 0.3000 0.3000
  D: 0.2000
success
```
